Diffraction Arc of a Grating with Lines along a Grazing X-Ray Beam

Q: You shine X-rays at grazing incidence on a line grating, with the lines running along the beam, and you say that the diffraction orders lie on a curve. I expect a straight row of spots, because the grating is periodic in one direction only. What is the geometry, and what do you assume?

A: Let the mean surface be the plane z = 0, with vacuum above it. The lines run along x and repeat along y with period p. The incident plane wave has wavelength λ and wavenumber k = 2π/λ. It comes down at grazing angle α, measured from the surface, and its projection on the surface points along x:

k_i = k (cos α, 0, −sin α).

I assume that the structure does not change along x, that it is strictly periodic along y, and that it extends without end in both directions. It responds linearly and does not change in time, so the scattered wave has the frequency of the incident one. Compton scattering and fluorescence are left out. So is diffraction by the atomic lattice, since the material is treated as smooth; in the silicon example below, such waves would leave at tens of degrees, far from the arc. The time factor is exp(−iωt), so exp(ik_z z) with k_z > 0 travels upward. The question is which exit wavevectors k_f = (k_x, k_y, k_z) occur in the vacuum.

Q: You will now add up waves from the lines and call each line a weak scatterer. At grazing incidence that is poor: the wave reflects from the substrate and scatters several times.

A: I need no weak scattering, only symmetry. Let E(x, y, z) be the full field, including everything that happens inside the lines and the substrate. Shift it by a distance a along x. The structure is unchanged, so E(x + a, y, z) is again a solution of Maxwell's equations for the same structure. Its incident part has become

exp[i k_i·(r + a x̂)] = exp(i a k cos α) exp(i k_i·r),

which is the old incident wave times a constant. By linearity, the old full field times that constant is also a solution with this incident part. The solution for a given incident wave is unique if the material absorbs a little, as real matter does. The two solutions are therefore equal:

E(x + a, y, z) = exp(i a k cos α) E(x, y, z).

Set x = 0 and then rename a as x:

E(x, y, z) = exp(i x k cos α) E(0, y, z).

The whole field has one single dependence on x, so every exit wave has

k_x = k cos α.

A substrate that is uniform along x changes nothing in this argument, and neither does the polarization, since all components of E are shifted together.

Q: That fixes one component. What does the periodicity add?

A: The same argument with a shift by p along y. The incident wave does not depend on y, so its phase factor is 1 and

E(x, y + p, z) = E(x, y, z).

A periodic function has a Fourier series. With G = 2π/p,

E(x, y, z) = exp(i x k cos α) Σₙ fₙ(z) exp(i n G y).

Above the grating each component of E obeys ∇²E + k²E = 0. Differentiating twice along x gives the factor −k² cos² α, and twice along y gives −n²G². The Fourier terms are independent, so each must satisfy

fₙ″ + (k² − k² cos² α − n²G²) fₙ = 0.

Since 1 − cos² α = sin² α, the bracket is k² sin² α − n²G². If it is positive, the solutions are exp(±ik_z z) with

k_z = √(k² sin² α − n²G²).

The minus sign belongs to the incident wave, which occurs in n = 0 alone. The scattered waves travel upward and take the plus sign.

Q: So where is the curve?

A: Put k_y = nG and square the last equation:

k_y² + k_z² = k² sin² α, with k_x = k cos α and k_z > 0.

This is the upper half of a circle. It lies in the plane k_x = k cos α, is centred at (k cos α, 0, 0), and has radius k sin α.

Geometrically, elastic scattering puts k_f on a sphere of radius k, and uniformity along the lines puts it on a plane at distance k cos α from the centre. A plane cuts a sphere in a circle, here of radius √(k² − k² cos² α) = k sin α. Periodicity then picks points on that circle at equal steps G in k_y. Your straight row is correct for k_y taken alone; the height k_z must fall as |k_y| grows, because the length of k_f is fixed.

Q: Then the orders do not fill the arc.

A: No, they are discrete points on it. An order propagates if |n|G < k sin α. Substituting G = 2π/p and k = 2π/λ gives

|n| < p sin α / λ.

For a larger |n| the bracket is negative, fₙ decays as exp(−κz) with κ = √(n²G² − k² sin² α), and the order carries no wave to the detector. If p sin α < λ, the specular reflection n = 0 at the top of the arc is all that remains. For a very long period the points crowd together along the arc, whose radius does not depend on p.

The grating's shape decides how bright each point is. It can make an order weak or absent, but it cannot move it.

Q: Scattering data are often plotted against momentum transfer. Is that the same circle?

A: It is the same circle, moved. With q = k_f − k_i,

q_x = 0, q_y = nG, q_z = k_z + k sin α,

so that

q_y² + (q_z − k sin α)² = k² sin² α.

The centre is now at q_z = k sin α, and the full circle passes through q = 0, the undeflected beam. Specular reflection sits at q_z = 2k sin α. The radius is unchanged, but distances from q = 0 are not radii of the arc.

Q: I would like to see numbers before I argue further.

A: Take a silicon line grating with rough typical values for X-ray scatterometry: p = 100 nm, photon energy 6000 eV, α = 0.8°, and a detector 3000 mm away. The wavelength is 0.20664 nm, so

k = 2π / 0.20664 nm = 30.406 nm⁻¹,
k sin α = 0.42454 nm⁻¹ = 0.022466 bohr⁻¹,
G = 2π / 100 nm = 0.06283 nm⁻¹.

The ratio p sin α/λ is 6.757, so n runs from −6 to 6: thirteen orders. For n = 6,

k_y = 6 × 0.06283 = 0.3770 nm⁻¹,
k_z = √(0.42454² − 0.37699²) = 0.1952 nm⁻¹.

The exit angle above the surface follows from sin α_f = k_z/k, which gives 0.368°. The sideways angle follows from tan θ_f = k_y/k_x, which gives 0.710°. The specular order leaves at 0.8°, so the outermost order has dropped to less than half that height. For n = 7, nG would be 0.4398 nm⁻¹, larger than the radius. Then κ is about 0.115 nm⁻¹, and the amplitude falls by a factor e in about 8.7 nm above the surface.

Q: On a flat detector, is the picture a circle too?

A: It is if the detector is normal to the lines. A ray from the origin reaches the plane x = L at y = L k_y/k_x and z = L k_z/k_x. Therefore

y² + z² = L² (k_y² + k_z²)/k_x² = L² tan² α.

In the example the radius is 41.891 mm, and order 6 arrives at y = 37.199 mm, z = 19.263 mm. The centre is where the line x through the sample meets the detector.

Q: Detectors are usually set square to the beam, not to the sample.

A: Then, for α below 45°, the picture is an ellipse. Write c = cos α, s = sin α, and let ψ be the angle around the arc from its top, so that k_f/k = (c, s sin ψ, s cos ψ). The beam direction is (c, 0, −s), and the detector's upward direction is (s, 0, c). The component of k_f/k along the beam is D = c² − s² cos ψ. For a detector at distance L along the beam, the horizontal and vertical positions are

u = L s sin ψ / D, v = L s c (1 + cos ψ) / D.

The undeflected beam, ψ = π, is at v = 0. Specular reflection, ψ = 0, is at v = 2Lsc/(c² − s²) = L tan 2α. Half of that height is

a = L s c / (c² − s²) = (L/2) tan 2α.

Measure v from this midpoint:

v/a − 1 = [(c² − s²)(1 + cos ψ) − c² + s² cos ψ]/D = (c² cos ψ − s²)/D.

Now subtract the square from 1. The cross terms −2c²s² cos ψ cancel, leaving

1 − (v/a − 1)² = [(c² − s² cos ψ)² − (c² cos ψ − s²)²]/D²
= (c⁴ − s⁴) sin² ψ / D² = (c² − s²) sin² ψ / D²,

where c² + s² = 1 was used. The right side equals u²/b² if b² = L² s²/(c² − s²). Hence

(v/a − 1)² + u²/b² = 1, with b²/a² = (c² − s²)/c² = 1 − tan² α.

The eccentricity is tan α. Here a = 41.8988 mm and b = 41.8947 mm, and the largest departure of any order from a circle of radius a is about 3.2 µm. At this angle the difference hardly matters. At a large α it would, and from 45° on the specular beam no longer reaches a detector set this way.

Q: Your symmetry argument used an infinite grating. I want to see a finite one, with multiple scattering, where nobody has told the waves to conserve k_x.

A: Here is such a case, for scalar waves. Seven lines, each 48 wavelengths long, stand above a perfect mirror with a period of 5 wavelengths. Each line consists of two parallel rows of point scatterers, 1680 points in all. The field at every point was found from the incident wave, the mirror, and the waves scattered by all the other points. It differs from the field without scatterers by 38% in the root-mean-square sense, relative to that field, so this is not weak scattering.

The angle was α = 30°. Around each expected k_y, in a strip reaching halfway to its neighbours, the brightest exit direction was sought over all k_x from −k to k. The five maxima gave a mean radius √(k² − k_x²) of 0.501 k, against the predicted 0.500 k. On a search grid of step 0.002 k, the largest error in k_x was 0.097 of the finite-size width 2π/(line length), and the largest error in k_y was 0.070 of the width 2π/(seven periods). Both equal about one grid step; with the maxima located more finely they are about 0.05 and 0.04. The finite grating blurs the points, but they sit on the arc within a small part of the blur.

Q: Rows of points are not uniform along x.

A: True. Their spacing is 48/120 = 0.4 wavelength, so k_x could also change by multiples of k/0.4 = 2.5 k. Starting from 0.866 k, the nearest such value is −1.634 k, longer than k itself, so it cannot propagate. For the radiated waves these rows therefore act as uniform lines.

Q: Now turn the grating a little. Surely the radius k sin α cannot survive that.

A: It does not. The radius k sin α belongs to lines parallel to the beam's projection. Let φ be the angle between them, and keep x along the lines:

k_i = k (cos α cos φ, cos α sin φ, −sin α).

The component along the lines is still conserved, and the Bloch phase now adds the incident k_y to nG:

k_x = k cos α cos φ, k_y = k cos α sin φ + nG.

The circle therefore has radius

R = √(k² − k_x²) = k √(1 − cos² α cos² φ).

For φ = 0 this returns k sin α. For φ = 90°, with the beam across the lines, it gives R = k: a great circle of the sphere, lying in the plane of incidence, with the exit waves on its upper half. The same finite grating, turned by 15°, gave a mean radius of 0.5487 k on the search grid (0.5485 k with the maxima located more finely), against a predicted 0.5479 k. The value k sin α = 0.5000 k is ruled out there.

Q: For a small misalignment φ, the radius changes only as φ². May I forget about it?

A: If φ is much smaller than α, you may forget the change of radius, but not the change of the spots. (At α = 0.8°, a φ of 0.2° already enlarges the radius by 3%.) Use 1 − cos² α cos² φ = sin² α + cos² α sin² φ and subtract k_y²:

k_z² = k² sin² α + k² cos² α sin² φ − (k cos α sin φ + nG)².

When the square is expanded, its first term cancels the second term on the right:

k_z² = k² sin² α − 2nGk cos α sin φ − n²G².

The middle term is linear in φ and has opposite signs for n and −n. Take φ = 0.01° in the example. The radius grows by 0.0078%, which is negligible. For n = 6, however, the middle term is

2 × 0.3770 × 30.403 × 1.745×10⁻⁴ = 0.0040 nm⁻²,

to be compared with k_z² = 0.0381 nm⁻² in the aligned case. Order +6 then leaves at 0.348° and order −6 at 0.387°. An uneven pair of heights is thus a sensitive sign of azimuth error, provided that the detector is not rotated about the beam and the sample is not tilted about its lines. A tilt of 0.5° would give about the same unevenness here, but it would also move the specular spot sideways, by 0.014°. An azimuth error leaves that spot straight above the beam.

Q: You have ignored refraction. Silicon has its own wavevector for X-rays, and grazing angles are where that matters.

A: It matters for intensities, not for the arc in vacuum. Treat silicon's electrons as free and neglect absorption. The refractive index is then 1 − δ, with δ = 1.34×10⁻⁵ here. In a uniform layer of silicon the conserved k_x is the same, but the wavevector has length k(1 − δ), so the circle has radius

k √((1 − δ)² − cos² α) = 0.3943 nm⁻¹.

This is 7.1% below the vacuum value. When the wave leaves the surface, k_x and k_y stay as they are, and k_z is again fixed by the vacuum wavenumber, which restores 0.42454 nm⁻¹. The critical angle follows by setting the inside radius to zero: cos α = 1 − δ, or α ≈ √(2δ) = 0.296°. The incident beam at 0.8° is well above it. These are free-electron values. At 6 keV the binding of the inner electrons adds roughly 0.3 to 0.4 electron per atom, which raises δ to about 1.37×10⁻⁵ and the critical angle to about 0.300°, and lowers the inside radius to about 0.3935 nm⁻¹, 7.3% below the vacuum value.

Q: What if the lines are not straight? Real edges are rough.

A: Then the first symmetry is lost, and intensity can appear off the arc. Suppose that all lines wiggle sideways together with period P along x. A shift along x leaves the structure unchanged only if it is a multiple of P, so the Bloch condition now applies along x as well:

k_x = k cos α + 2πm/P, m = 0, ±1, ±2, …

Each m for which |k_x| < k has its own arc, with radius

R_m = k √(1 − (cos α + mλ/P)²).

Expanding the square and dropping (mλ/P)² gives

R_m²/k² ≈ sin² α − 2m (λ/P) cos α.

At grazing incidence sin² α is tiny, so a long wiggle can have a large effect. For P = 10 µm, λ/P is 2.07×10⁻⁵. Twice that is 4.13×10⁻⁵, against sin² α = 1.95×10⁻⁴.

I summed the waves from such lines directly, this time with single scattering only, for a wiggle amplitude of 5 nm and at the k_y of order 3. Three maxima exceeded 5% of the highest one. Their radii were 0.012392 k, 0.013964 k and 0.015371 k. The formula gives 0.012394 k, 0.013962 k and 0.015371 k for m = +1, 0 and −1. The side arcs thus lie 11% inside and 10% outside the main arc. How much intensity they take depends on the order: a sideways displacement changes the phase in proportion to k_y, so in single scattering order 0, with k_y = 0, is not affected by this wiggle.

Random roughness contains many periods P and so spreads intensity over many radii. If it also differs from line to line, the periodicity along y is lost as well, and the diffuse part is no longer tied to k_y = nG.

Q: Finally, how sharp would the arc be in a real measurement?

A: Differentiate the radius. From R² = k² − k_x² at fixed k, 2R dR = −2k_x dk_x, so

|dR| = (k_x/R) |dk_x| = |dk_x| / tan α.

A grating of length ℓ, coherently lit, blurs k_x by about 2π/ℓ = kλ/ℓ. Relative to R = k sin α, the blur of the radius is

δR/R ≈ λ / (ℓ sin α tan α).

With ℓ = 4 mm this is 0.026%. It is an angular blur, seen by itself only in the far field, from about (ℓ sin α)²/λ ≈ 15 m on; at 3 m the spread given below is larger. A spread δα of the incident angle acts through dR = k cos α dα, so δR/R = δα/tan α. For 0.005° it is 0.62%. Such a beam lights only about λ/(δα sin α) ≈ 0.17 mm of the lines coherently, so it hides the length blur of a 4 mm grating. A relative bandwidth of 10⁻⁴ changes R by 0.01%. It leaves the arc on the detector where it was, since L tan α contains no wavelength, and moves the orders along it. Finally, the two ends of a 4 mm grating are at different distances from the detector, which spreads the arc's radius there by 4 mm × tan α = 0.056 mm, or 0.13%. This is the geometric full width; under coherent lighting, diffraction reshapes it to a width at half maximum of about 0.035 mm at 3 m. Beam width and detector pixels add their own blur, which can be just as large: a beam 0.3 mm wide smears each spot sideways by that amount, and at order 6 this spreads the radius by about 0.6%.

Q: And how close is your example to gratings that people measure?

A: A period of 100 nm, a field a few millimetres long and a photon energy of several keV are reasonable for test gratings at a synchrotron. Dense lines in recent chips have pitches nearer 30 nm, as a rough figure. At the same α and λ, p sin α/λ falls to 2.03, which leaves five orders, the outer two very close to the horizon. Targets on product wafers may be only about 50 µm long. The length blur, which varies as 1/ℓ, then rises from 0.026% to about 2%. The beam's footprint is also longer than its height by 1/sin α ≈ 72, so a beam taller than about 0.7 µm spills over such a target and adds scattering from its surroundings.

Real lines also break the assumption of uniformity along x. At order 3, the assumed 10 µm wiggle moved part of the intensity by about a tenth of the radius, while the main arc stayed in place. The remaining orders and their detector positions are listed in the numerical output below.

Calculated quantities

```
MODEL GRATING, all multiple scattering (lengths in wavelengths)
alpha_i = 30 deg, period = 5.0, lines = 7, scatterers = 1680
line length = 48, relative change of exciting field = 0.38
phi = 0 deg: 5 orders, mean radius/k = 0.5007, predicted 0.5000
  largest peak offset / peak width: kx 0.097, ky 0.070
phi = 15 deg: 5 orders, mean radius/k = 0.5487, predicted 0.5479
  largest peak offset / peak width: kx 0.025, ky 0.005
EXAMPLE: silicon line grating (rough typical values)
photon energy = 6000 eV, wavelength = 0.20664 nm
period = 100 nm, alpha_i = 0.8 deg, detector distance = 3000 mm
k = 30.4064 1/nm, k cos(alpha_i) = 30.4034 1/nm, G = 0.06283 1/nm
arc radius k sin(alpha_i) = 0.42454 1/nm = 0.022466 1/bohr
p sin(alpha_i)/lambda = 6.757, open orders = 13
radius on detector normal to lines = 41.891 mm
n, ky (1/nm), kz (1/nm), alpha_f (deg), theta_f (deg), y (mm), z (mm)
0  0.00000  0.42454  0.8000  0.0000  0.000  41.891
1  0.06283  0.41986  0.7912  0.1184  6.200  41.429
2  0.12566  0.40551  0.7641  0.2368  12.400  40.013
3  0.18850  0.38040  0.7168  0.3552  18.599  37.535
4  0.25133  0.34215  0.6447  0.4736  24.799  33.761
5  0.31416  0.28555  0.5381  0.5920  30.999  28.176
6  0.37699  0.19522  0.3679  0.7104  37.199  19.263
WIGGLING LINES, direct single-scattering sum
wiggle period = 10 um, amplitude = 5 nm, order scanned = 3
m = +1: radius/k found 0.012392, predicted 0.012394
m = +0: radius/k found 0.013964, predicted 0.013962
m = -1: radius/k found 0.015371, predicted 0.015371
NEGLECTED EFFECTS
azimuth error 0.01 deg: radius change = 0.0078 %
  alpha_f of order +6: 0.3480 deg, order -6: 0.3867 deg
divergence 0.005 deg: radius change = 0.625 %
relative bandwidth 1e-04: radius change = 0.010 %
grating length 4 mm: radius broadening = 0.0265 %
parallax over grating length = 0.0559 mm on detector
detector normal to beam: semi-axes 41.8988 and 41.8947 mm
  largest departure of orders from a circle = 3.22 um
silicon: delta = 1.339e-05, critical angle = 0.296 deg
  radius inside silicon (not the vacuum arc) = 0.39430 1/nm
```
